# Choosing the smearing width for electronic friction of slow ions

## What the setting can and cannot change

A slow ion in a metal feels a drag linear in velocity, $F_i=-\sum_j\Lambda_{ij}v_j$. Force divided by velocity has the dimension of $\hbar/\text{length}^2$. In a uniform electron gas with Fermi momentum $k_F$, energy $E_F$ and speed $v_F$, a calculation with smearing width $\sigma$ in a periodic box of side $L$ must therefore give

$$\Lambda=\hbar k_F^2\,\Phi\!\left(\frac{\sigma}{E_F},\ \frac{\sigma L}{\hbar v_F},\ k_FR,\ k_Fa_0\right),$$

where $R$ is the distance between two ions, if there are two, and $a_0$ is the Bohr radius. The first two arguments are numerical, not physical. A plateau is a range of $\sigma$ in which the first is small enough, and the second large enough, for both to drop out.

Symmetry fixes the rest. For one ion no direction is preferred, so $\Lambda_{ij}=\gamma\delta_{ij}$. For two equal ions the axis $\hat R$ is the one special direction, and the block coupling them is $c_\parallel\hat R_i\hat R_j+c_\perp(\delta_{ij}-\hat R_i\hat R_j)$. To second order in the ion charge, the order used below, each ion keeps its own $\gamma$. A common velocity then meets friction $\gamma+c$ per ion; opposite velocities meet $\gamma-c$.

## Where the two delta functions come from

Let an ion coordinate oscillate as $u_j\cos\omega t$. The electrons feel $\sum_ju_j\partial_jV\cos\omega t$, where $V$ is the screened Kohn–Sham potential and $\partial_j$ acts on the ion position. The part that absorbs $\hbar\omega$ has amplitude one half. With $g_j=\langle k'|\partial_jV|k\rangle$, a factor 2 for spin, and emission subtracted from absorption, the golden rule gives the power

$$P=2\cdot\frac{2\pi}{\hbar}\cdot\frac14\sum_{kk'}|g\cdot u|^2(f_k-f_{k'})\,\hbar\omega\,\delta(\varepsilon_{k'}-\varepsilon_k-\hbar\omega).$$

At low temperature and small $\omega$, $f(\varepsilon)-f(\varepsilon+\hbar\omega)\to\hbar\omega\,\delta(\varepsilon-E_F)$. Hence

$$P=\pi\hbar\omega^2\sum_{kk'}|g\cdot u|^2\delta(\varepsilon_k-E_F)\delta(\varepsilon_{k'}-E_F).$$

The drag dissipates $v\cdot\Lambda\cdot v$, whose time average is $\tfrac12\omega^2u\cdot\Lambda\cdot u$. Equating the two for every $u$,

$$\Lambda_{ij}=2\pi\hbar\sum_{kk'}\mathrm{Re}(g_ig_j^*)\,\delta(\varepsilon_k-E_F)\,\delta(\varepsilon_{k'}-E_F).$$

On a finite mesh almost no state lies at $E_F$, so each delta is replaced by a normalized Gaussian of width $\sigma$. That is the setting. It is a numerical width, not a temperature.

## A case with a known answer

From here $\hbar=m_e=e=1$. The ions are protons and the host is a uniform gas that responds linearly, so the friction is kept to second order in the ion charge, with exchange and correlation entering through a static local kernel. The induced density is $\delta n=\chi_0V$, and $V=-4\pi/q^2+(4\pi/q^2+f_{xc})\delta n$, with $f_{xc}$ the LDA exchange–correlation kernel. Solving for $V$ and multiplying through by $q^2$,

$$V(q)=\frac{-4\pi}{q^2-(4\pi+f_{xc}q^2)\chi_0(q)}.$$

First-order perturbation theory gives $\chi_0=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}(\varepsilon_{k+q}-\varepsilon_k)^{-1}$: two for spin, two for the equal terms from $\pm q$. The energy difference is $kq\mu+q^2/2$, with $\mu$ the cosine of the angle between $k$ and $q$. Integrating over $\mu$ (principal value), with $a=q/2$,

$$\chi_0=-\frac1{\pi^2q}\int_0^{k_F}k\ln\left|\frac{k+a}{k-a}\right|dk .$$

The antiderivative is $\frac12(k^2-a^2)\ln|(k+a)/(k-a)|+ak$, as differentiation confirms. With $x=q/2k_F$,

$$\chi_0=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

Between plane waves in volume $\Omega$, an ion at $R_a$ has $g_i=-iq_iV(q)e^{-iq\cdot R_a}/\Omega$, with $q=k'-k$. For two ions, $\mathrm{Re}(g_ig_j^*)=q_iq_jV^2\cos(q\cdot R)/\Omega^2$. The volumes cancel when the sums become integrals.

Since $k\,dk=d\varepsilon$, each delta leaves $k_F$ times an integral over directions. For fixed $k$, $q^2=2k_F^2(1-\cos\theta)$, so $\sin\theta\,d\theta=q\,dq/k_F^2$. The prefactor is

$$2\pi\cdot\frac{k_F^2}{(2\pi)^6}\cdot4\pi\cdot\frac{2\pi}{k_F^2}=\frac1{4\pi^3},$$

and what remains is the average of $\hat q_i\hat q_j\cos(q\cdot R)$ over directions of $q$. For one ion this is $\delta_{ij}/3$:

$$\gamma=\frac1{12\pi^3}\int_0^{2k_F}q^3V(q)^2\,dq .$$

For two, put $x=qR$ and let $\mu$ now be the cosine between $q$ and $R$. Then $\langle\cos x\mu\rangle=\sin x/x=j_0$, and differentiating twice gives $\langle\mu^2\cos x\mu\rangle=-j_0''=j_0-2j_1/x$. The transverse average is half the remainder, $j_1/x$. Thus

$$c_{\parallel,\perp}=\frac1{4\pi^3}\int_0^{2k_F}q^3V^2w_{\parallel,\perp}\,dq,\qquad w_\parallel=j_0-\frac{2j_1}{x},\quad w_\perp=\frac{j_1}{x}.$$

As $R\to0$ both weights tend to $1/3$ and $c\to\gamma$: each ion then meets twice its own friction, as a doubled charge requires at this order.

## Evaluating the smeared sum

The mesh spacing is $\Delta k=2\pi/L$. In a crystal code with $N$ momentum points along a cell edge $a$, $L=Na$. Let $w_k$ be the Gaussian weight of mesh point $k$. The coupling depends on $q$ alone, so the double sum needs just the autocorrelation $A(q)=\sum_kw_kw_{k+q}$:

$$\Lambda_{ij}=2\pi\left(\frac{\Delta k}{2\pi}\right)^6\sum_qA(q)V^2q_iq_j\cos(q\cdot R).$$

A zero-padded fast Fourier transform supplies $A$. In a real crystal the couplings depend on $k$ and $k'$ separately and the pairs must be summed. The two sources of error analysed below remain, but their free-electron coefficients change.

An explicit pair sum tested the tensor form, with $L=2$ nm, $\sigma=2.26$ eV and the ion axis along $(1,2,2)$. The largest error in the cross block was 0.5% of $\gamma$.

## The lower edge: mesh spacing

Poisson summation turns a mesh sum into the true integral plus terms from the box vectors $R_n=L(n_1,n_2,n_3)$. For the smeared density of states the term at $R_n$ is

$$\int d^3k\,\delta_\sigma(\varepsilon_k-E_F)e^{ik\cdot R_n}=\frac{4\pi}{R_n}\int d\varepsilon\,\delta_\sigma(\varepsilon-E_F)\sin(kR_n).$$

Near the Fermi surface $k\approx k_F+(\varepsilon-E_F)/v_F$. The Gaussian average of $\sin(k_FR_n+\eta R_n/v_F)$, with $\eta=\varepsilon-E_F$, is $\sin(k_FR_n)e^{-\sigma^2R_n^2/2v_F^2}$, because the part odd in $\eta$ vanishes. Dividing by the term at $R_n=0$, which is $4\pi k_F$, gives the relative error

$$\sum_{n\neq0}s_n\frac{\sin k_FR_n}{k_FR_n}\exp\left(-\frac{\sigma^2R_n^2}{2\hbar^2v_F^2}\right).$$

Here $s_n=1$ for a mesh containing $k=0$, and $s_n=(-1)^{n_1+n_2+n_3}$ for a mesh shifted by half a step along each axis. Physically, a shell of energy width $\sigma$ loses phase memory over a distance $\hbar v_F/\sigma$. The sum behaves like an infinite metal once that distance is well below $L$.

The six nearest box vectors change sign with the shift, so comparing the two meshes exposes their error without knowledge of the answer. Single-proton friction contains two deltas, and its coupling summed over one momentum depends only on the magnitude of the other. Each delta therefore contributes the error above, which doubles it; the difference between the meshes doubles it again. To leading order the spread is

$$\frac{24|\sin k_FL|}{k_FL}\,e^{-\sigma^2L^2/2\hbar^2v_F^2}.$$

The linearization of $k(\varepsilon)$ limits this. The next term, $-\eta^2/2k_F^3$ in atomic units, shifts the argument of the sine by about $(\sigma L/\hbar v_F)^4/2k_FL$. The factor $|\sin k_FL|$ can be trusted only while that phase is small. At $\sigma L/\hbar v_F=3$ it is about 0.9 for $k_FL=44$ and 0.2 for $k_FL=175$. When it is large, only the envelope, with the sine replaced by one, is a guide, and even the sign of the error can differ.

## The upper edge: smearing bias

On shells of unequal radius, $q$ runs from $|k-k'|$ to $k+k'$. The radii cancel from the prefactor as before, since $kk'$ from the two deltas meets $q\,dq/kk'$ from the angle. With $J(q)=\frac1{12\pi^3}\int_0^qp^3V^2dp$,

$$\gamma(\sigma)=\langle J(k+k')-J(|k-k'|)\rangle,$$

averaged over both Gaussians. The second term starts at order $q^4$, hence $\sigma^4$. In the first, expand

$$k+k'\approx2k_F+\frac{\eta+\eta'}{k_F}-\frac{\eta^2+\eta'^2}{2k_F^3}.$$

Its mean shift is $-\sigma^2/k_F^3$ and its mean square fluctuation $2\sigma^2/k_F^2$, so

$$\gamma(\sigma)-\gamma\approx\sigma^2\left[\frac{J''}{k_F^2}-\frac{J'}{k_F^3}\right]_{q=2k_F}.$$

Strictly, the logarithm in $\chi_0$ makes $J''$ diverge weakly at $2k_F$, which allows a $\sigma^2\ln\sigma$ term. No $L$ appears: a finer mesh does not move this edge.

## Reading a scan

The host has 180 electrons per nm³, so $E_F=11.6$ eV, $k_F=17.47$ nm⁻¹ and $v_F=2.022$ nm/fs. Single-proton friction in eV fs/nm², on the half-step mesh, is:

| $\sigma$ (eV) | $L=2.5$ nm | 5 nm | 10 nm | continuum |
|---|---|---|---|---|
| 0.10 | 74.3 | 48.2 | 55.2 | 52.7 |
| 0.14 | 68.7 | 47.6 | 55.4 | 52.7 |
| 0.40 | 46.5 | 52.9 | 52.7 | 52.7 |
| 0.80 | 52.1 | 52.7 | 52.6 | 52.6 |
| 1.60 | 52.3 | 52.4 | 52.4 | 52.4 |
| 3.20 | 51.5 | 51.5 | 51.5 | 51.5 |

I take the lower edge as the smallest width from which all larger widths have an offset spread below 1%. The upper edge is the last width at which the mean of the two meshes stays within 1% of its value at the lower edge. Both conditions apply to $\gamma$ and to both pair frictions. The windows are 1.13–2.26 eV, 0.80–1.60 eV and 0.40–1.60 eV for the three boxes.

**Lower edge.** The values of $\hbar v_F/L$ are 0.532, 0.266 and 0.133 eV, so the edges lie at 2.1, 3.0 and 3.0 times this energy. Widths were sampled in steps of $\sqrt2$, and the edges are known no better than that. The low factor at 2.5 nm is accidental: the oscillating error is near a node there, and boxes a few hundredths of a nanometre larger or smaller give 2.7 to 3.0. For $L=10$ nm, $|\sin k_FL|=0.95$, and the leading formula predicts a spread of 1.4% at 0.28 eV and 0.14% at 0.40 eV. The scan, which records the largest spread among the three frictions, gives 1.44% and 0.14%.

**Upper edge.** The continuum value falls below its limit of 52.716 by 0.073, 0.294 and 1.244 at 0.8, 1.6 and 3.2 eV. Each doubling multiplies the loss by about four, as the $\sigma^2$ law requires. The coarsest box seems to reach further up because its reference value is taken at a larger width, where part of the bias is already present.

**Flatness alone misleads.** With $L=5$ nm the friction changes by about 1% between 0.10 and 0.14 eV, yet it is 9–10% below the continuum. A small spread at one width is no proof either. At 0.10 eV and $L=10$ nm the spread is 1.0%, while the half-step value is 4.6% too high. Box vectors with $n_1+n_2+n_3$ even give both meshes the same error, which the comparison cannot see. For the density of states at 0.20 eV the errors are $-0.51$% and $+1.40$%; Poisson summation gives $-0.51$% and $+1.42$%. Their mean, 0.45%, is the hidden part. Even vectors are at least $\sqrt2L$ long, so this part fades faster with $\sigma$ than the error of the nearest six. The rule therefore demands agreement at all larger widths, and refining the mesh remains the final test.

In practice:

1. Scan $\sigma$ upwards from about $\hbar v_F/L$ on two mesh offsets.
2. For a 1% target expect the lower edge at two to three times $\hbar v_F/L$ in boxes like these; the factor oscillates with $L$, and its worst-case value falls slowly as $k_FL$ grows. With several Fermi-surface sheets use the largest $v_F$, for which the exponential decays most slowly.
3. Refine the mesh and confirm that the window grows downwards to the same value.
4. Take a width inside the window. If there is no window, refine the mesh; a larger $\sigma$ merely trades sampling error for bias.

In this host, the cautious factor 3 and an upper edge of 1.6 eV give $L=3\hbar v_F/(1.6\ \text{eV})\approx2.5$ nm as roughly the smallest box in which a window can be relied on to open; near that size it may be little wider than a single width. Narrow bands near $E_F$ lower the upper edge. If fast bands cross $E_F$ as well, the lower edge stays where it was and a larger $L$ is needed.

## A plateau that means something else

Suppose only transitions with $k'=k$ are summed in a supercell. That describes all periodic copies of the ion moving together. Take two bands with energies $\varepsilon_1,\varepsilon_2$, coupled by the array's Fourier component $U$ at reciprocal vector $G$. Put $S=(\varepsilon_1+\varepsilon_2)/2-E_F$ and $d=(\varepsilon_1-\varepsilon_2)/2$. The levels, measured from $E_F$, are $S\pm w$ with $w^2=d^2+U^2$. The two Gaussians multiply to

$$\exp\left[-\frac{(S+w)^2+(S-w)^2}{2\sigma^2}\right]=\exp\left[-\frac{S^2+d^2}{\sigma^2}\right]\exp\left[-\frac{U^2}{\sigma^2}\right].$$

Moving the array by $u$ along $G$ multiplies $U$ by $e^{\mp iGu}$. The derivative of the Hamiltonian is then $GU$ times an imaginary antisymmetric matrix, whose element between the two real eigenvectors has modulus $GU$ at every $k$. The sum is therefore its weak-coupling value times $e^{-U^2/\sigma^2}$: flat for $\sigma\gg U$, zero for $\sigma\ll U$.

For one proton per 1 nm cubic cell, $U=0.041$ eV at the shortest reciprocal vector. Diagonalizing the two-band model with this $U$ gives factors 0.939, 0.368 and 0.018 at $\sigma/U=4$, 1 and 0.5, in agreement with the formula. The windows found above start at 0.40 eV or higher, about ten times $U$, where the factor is within about 1% of one. In the two-band model this contribution would therefore look converged there. The full cell has about a dozen plane waves per eV and spin near $E_F$, and they mix with one another. The formula shows how a false plateau can arise; it does not give the size of the full sum. In a cell of fixed size, the friction of a single ion needs independent $k$ and $k'$.

## The result and its setting

At $\sigma=0.80$ eV and $L=10$ nm, $\gamma=52.6$ eV fs/nm², 0.14% below the Fermi-surface integral. That figure is the numerical error only. The integral itself depends on the kernel: it falls to 36 with $f_{xc}=0$ and rises by about 1.5% with a $q$-dependent kernel fitted to quantum Monte Carlo data. In the linear model a 100 eV proton, moving at 0.1384 nm/fs, loses $52.6\times0.1384=7.3$ eV/nm to electrons.

Two protons 0.10 nm apart with a common velocity meet 41 eV fs/nm² each along their axis and 79 across it. The weights explain the signs. Here $x$ runs up to $2k_FR=3.5$. Over that range $w_\perp$ is positive, so $c_\perp>0$. But $w_\parallel$ turns negative beyond $x\approx2.1$, and the large momentum transfers outweigh the small ones, giving $c_\parallel=-12$.

The density is roughly that of the valence electrons in aluminium, and the pair resembles a hydrogen molecular ion just after entry. The pair frictions do not depend on speed as long as the drag is linear, but they do depend on the separation: along the axis, a 10% change in $R$ shifts the value by roughly 15%. They therefore hold only while the separation stays close to 0.10 nm; once $k_FR$ is large, each proton meets the single-proton value. Bare repulsion would double the separation in 3.1 fs, or 0.43 nm of path at 100 eV. Screening changes that force, and the screened motion was not computed. Elastic collisions with aluminium-like atoms add about 2.6 eV/nm, over a third of the electronic loss. A Yukawa potential adjusted to the Friedel sum rule and treated beyond linear order gives 46 eV fs/nm², 12% lower; hydrogenic and Hulthén shapes adjusted the same way give 54, 3% higher. That comparison changes the potential's shape as well as the order, and its result depends on the shape chosen, so it is neither a correction nor an error bar. A proton is not a weak perturbation at this density: the values here are those of the linear model, not predictions for aluminium. At 100 eV, finite speed changes the friction by well under 1%, and the thermal energy at 300 K, 0.026 eV, is far below $\sigma$. Crystal bands, core electrons and density variations are left out, and their effect has not been sized.

In a semiconductor with $E_F$ in the gap, and no level of the ion at $E_F$, the formula gives zero as $\sigma\to0$. Any friction the formula gives there with a width comparable to the gap is produced by the smearing. The full scan is in the numerical output below.

## Computed values

```
electron density 180 nm^-3; Fermi energy 11.625 eV
Fermi momentum 17.468 nm^-1; Fermi speed 2.0222 nm/fs
LDA kernel f_xc -3.9458 hartree bohr^3
proton energy 100 eV; speed 0.1384 nm/fs
pair separation 0.10 nm
friction unit: 1 atomic unit = 235.052 eV fs/nm^2
single-proton friction, half-step offset, eV fs/nm^2:
width eV | L=2.5 nm | L=5 nm | L=10 nm | continuum | 10 nm spread %
 0.100     74.277    48.197    55.159    52.715     1.022
 0.141     68.696    47.648    55.408    52.714     5.027
 0.200     54.789    48.973    54.206    52.712     4.155
 0.283     47.134    51.326    53.107    52.707     1.442
 0.400     46.468    52.941    52.733    52.698     0.144
 0.566     49.356    52.953    52.680    52.680     0.001
 0.800     52.079    52.661    52.643    52.643     0.000
 1.131     52.641    52.569    52.570    52.570     0.000
 1.600     52.348    52.422    52.422    52.422     0.000
 2.263     52.113    52.120    52.120    52.120     0.000
 3.200     51.472    51.472    51.472    51.472     0.000
L  2.5 nm: hbar vF/L 0.5324 eV; plateau 1.131 to 2.263 eV
L  5.0 nm: hbar vF/L 0.2662 eV; plateau 0.800 to 1.600 eV
L 10.0 nm: hbar vF/L 0.1331 eV; plateau 0.400 to 1.600 eV
width used at L=10 nm: 0.800 eV
single: plateau 52.643, integral 52.716 eV fs/nm^2 per proton; loss 7.286 eV/nm
pair along axis: plateau 40.871, integral 40.914 eV fs/nm^2 per proton; loss 5.657 eV/nm
pair across axis: plateau 78.968, integral 79.084 eV fs/nm^2 per proton; loss 10.930 eV/nm
cross terms (integral): along -11.802, across 26.368 eV fs/nm^2
opposite motion (integral): along 64.518, across 26.349 eV fs/nm^2
single-proton momentum damping rate 5.050 ps^-1
tilted-pair tensor: largest error / gamma 0.49 %
state-density error, L=10 nm, width 0.2 eV, zero offset: mesh -0.509 %, Poisson -0.506 %
state-density error, L=10 nm, width 0.2 eV, half-step offset: mesh 1.403 %, Poisson 1.421 %
coherent array, 1 nm cell: coupling U 0.0411 eV
k-conserving sum / weak-coupling value at width/U = 4, 1, 0.5: 0.9394, 0.3679, 0.0183
Friedel-tuned screening 23.431 nm^-1; nonlinear friction 46.215 eV fs/nm^2
nonlinear / linear friction 0.877
dynamic / zero-speed friction at 100 eV 0.9992
elastic (nuclear) energy loss 2.621 eV/nm
unscreened pair doubles its separation in 3.091 fs
thermal energy at 300 K 0.0259 eV
```
